# Berry-curvature-dipole Hall current of tilted massive Dirac cones

## Question

A two-dimensional metal has two valleys, $s=\pm1$, with no further degeneracy. Near each valley

$$H_s(\mathbf k)=s\hbar w k_x+\hbar v(sk_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z ,\qquad \Delta>0,\quad a=\frac wv,\quad 0<a<1 .$$

Electrons have charge $-e$, with $e>0$. The uniform in-plane field is $\mathbf E(t)=\mathrm{Re}[\mathbf F e^{i\omega t}]$, with $\hbar\omega$ far below the gap. Every occupation relaxes to the Fermi function $f_0$ with one constant time $\tau$. Skew scattering and side jump are left out.

For a band state $|n\rangle$ of energy $\varepsilon_n$, let $A_a=i\langle n|\partial_a n\rangle$ and $\Omega=\partial_xA_y-\partial_yA_x$, where $\partial_a=\partial/\partial k_a$. Repeated indices are summed, and $\epsilon_{xy}=-\epsilon_{yx}=1$.

## (a) Velocity in a field

**Derive the electron velocity to first order in the field.**

*Model answer.* The field moves the wave vector according to $\hbar\dot{\mathbf k}=-e\mathbf E$. Apart from a phase, write the slowly driven state as $|n\rangle+\sum_{m\ne n}c_m|m\rangle$. Project the Schrödinger equation on $\langle m|$. The phase supplies $\varepsilon_n$, and $\dot c_m$ is of higher order in slowness, so

$$i\hbar\langle m|\dot n\rangle+\varepsilon_nc_m=\varepsilon_mc_m
\quad\Rightarrow\quad c_m=-\frac{i\hbar\langle m|\dot n\rangle}{\varepsilon_n-\varepsilon_m}.$$

The velocity operator is $\partial_aH/\hbar$. Differentiating $H|n\rangle=\varepsilon_n|n\rangle$ and projecting on $\langle m|$ gives $\langle m|\partial_aH|n\rangle=(\varepsilon_n-\varepsilon_m)\langle m|\partial_an\rangle$. The correction to $\partial_a\varepsilon_n/\hbar$ is therefore

$$\delta v_a=-i\sum_{m\neq n}\langle\partial_an|m\rangle\langle m|\dot n\rangle+\text{c.c.}$$

The term $m=n$ may be added: it is a product of two imaginary numbers, hence real, and cancels against its conjugate after multiplication by $-i$. Completeness and $|\dot n\rangle=\dot k_b|\partial_bn\rangle$ then give

$$\delta v_a=-\dot k_b\,i\big[\langle\partial_an|\partial_bn\rangle-\langle\partial_bn|\partial_an\rangle\big]=-\epsilon_{ab}\dot k_b\Omega .$$

Thus

$$\dot r_a=\frac1\hbar\partial_a\varepsilon+\frac e\hbar\epsilon_{ab}E_b\Omega .\tag{1}$$

The neglected $\dot c_m$ gives a further term linear in the field, proportional to $\dot{\mathbf E}$ and smaller by a factor of order $\hbar\omega/|\varepsilon_n-\varepsilon_m|$; (1) holds to leading order in that ratio. A direct time evolution of the two-level state at one wave vector gave $1.0002$ times the predicted anomalous velocity.

## (b) Boltzmann equation

**Find the distribution to second order in the field.**

*Model answer.* With $\dot{\mathbf k}=-e\mathbf E/\hbar$,

$$\partial_tf-\frac e\hbar E_a\partial_af=-\frac{f-f_0}\tau .$$

Let $f=f_0+f_1+f_2+\dots$, with $f_1=\mathrm{Re}[f_1^\omega e^{i\omega t}]$. At first order $(i\omega+1/\tau)f_1^\omega=(e/\hbar)F_a\partial_af_0$, so

$$f_1^\omega=\frac{e\tau}{\hbar}\frac{F_a\partial_af_0}{1+i\omega\tau}.\tag{2}$$

At second order $(\partial_t+1/\tau)f_2=(e/\hbar)E_a\partial_af_1$. The source follows from

$$\mathrm{Re}[Ae^{i\omega t}]\,\mathrm{Re}[Be^{i\omega t}]=\tfrac12\mathrm{Re}[A^*B]+\tfrac12\mathrm{Re}[ABe^{2i\omega t}].\tag{3}$$

The steady source is multiplied by $\tau$ and the $2\omega$ source by $\tau/(1+2i\omega\tau)$. Hence $f_2=f_2^0+\mathrm{Re}[f_2^{2\omega}e^{2i\omega t}]$, where

$$f_2^0=\frac{e^2\tau^2}{2\hbar^2}\mathrm{Re}\!\left[\frac{F_a^*F_b}{1+i\omega\tau}\right]\partial_a\partial_bf_0,$$

$$f_2^{2\omega}=\frac{e^2\tau^2}{2\hbar^2}\frac{F_aF_b\,\partial_a\partial_bf_0}{(1+i\omega\tau)(1+2i\omega\tau)} .$$

Both corrections are derivatives in $\mathbf k$ and integrate to zero, so particle number is conserved.

## (c) Second-order current

**Use time reversal to decide which second-order terms survive. Express the current through**

$$D_c=\sum\int\frac{d^2k}{(2\pi)^2}f_0\,\partial_c\Omega ,$$

**summed over bands and valleys.**

*Model answer.* Complex conjugation reverses $\sigma_y$, so $H_{-s}(-\mathbf k)=H_s(\mathbf k)^*$. The valleys are time-reversed partners: $\varepsilon_{-s}(-\mathbf k)=\varepsilon_s(\mathbf k)$, and the states can be chosen as complex conjugates. Then $\mathbf A_{-s}(-\mathbf k)=\mathbf A_s(\mathbf k)$, and the derivative in the curl changes sign, so $\Omega_{-s}(-\mathbf k)=-\Omega_s(\mathbf k)$.

The current is $j_a=-e\sum\int d^2k\,(2\pi)^{-2}f\dot r_a$. Its second-order terms are as follows.

1. *Band velocity with $f_2$.* The factor $\partial_a\partial_bf_0$ is even between partners and $\partial_c\varepsilon$ is odd. The valleys cancel.
2. *Equilibrium occupation with second-order velocity.* The mixing in (a) changes the connection by $\delta A_a=eE_bG_{ab}$, with
$$G_{ab}=2\,\mathrm{Re}\sum_{m\ne n}\frac{\langle\partial_an|m\rangle\langle m|\partial_bn\rangle}{\varepsilon_n-\varepsilon_m}.$$
Conjugation leaves $G_{ab}$ unchanged, so it is even and its curl is odd. The second-order energy shift is also even, so its velocity is odd. To leading order in the slowness of the field, these contributions cancel.
3. *Anomalous velocity with $f_1$.* Both $\partial_cf_0$ and $\Omega$ are odd. Their product is even, and the valleys add.

The linear Hall current contains $\int f_0\Omega$ and cancels between valleys. Numerical tests found the $f_2$ current and the field-induced-connection current to be finite in one valley and to cancel in the sum.

What remains is

$$j_a(t)=-\frac{e^2}\hbar\epsilon_{ab}E_b(t)\sum\int\frac{d^2k}{(2\pi)^2}f_1\Omega .$$

Integration by parts gives $\sum\int\Omega\,\partial_cf_0\,d^2k/(2\pi)^2=-D_c$. The boundary term vanishes because an electron pocket is bounded, and because in the filled band $\Omega$ falls as $k^{-3}$ while the boundary grows as $k$. This minus sign cancels the one from the charge:

$$j_a(t)=\frac{e^3\tau}{\hbar^2}\epsilon_{ab}E_b(t)\,\mathrm{Re}\!\left[\frac{F_cD_c}{1+i\omega\tau}e^{i\omega t}\right].$$

With (3), $j_a(t)=j_a^0+\mathrm{Re}[j_a^{2\omega}e^{2i\omega t}]$, where

$$j_a^0=\frac{e^3\tau}{2\hbar^2}\epsilon_{ab}\mathrm{Re}\!\left[\frac{F_b^*F_cD_c}{1+i\omega\tau}\right],\qquad
j_a^{2\omega}=\frac{e^3\tau}{2\hbar^2}\epsilon_{ab}\frac{F_bF_cD_c}{1+i\omega\tau}.\tag{4}$$

At every instant $\mathbf j\cdot\mathbf E=0$, since $\epsilon_{ab}E_aE_b=0$: this is a Hall current. For linear polarization it varies as the cosine of the angle between $\mathbf E$ and $\mathbf D$, and vanishes when they are perpendicular. In a static field the two parts add, and the prefactor becomes $e^3\tau/\hbar^2$.

For circular polarization, $\mathbf F=F(1,\pm i)$ with real $F$, and $\mathbf D$ along $x$,

$$j_x^0=\mp\frac{e^3\tau}{2\hbar^2}F^2D_x\frac{\omega\tau}{1+\omega^2\tau^2}.$$

This component reverses with the handedness and vanishes as $\omega\to0$.

## (d) Curvature and symmetry

**Find $\Omega$ for both bands, and show which component of $\mathbf D$ can be nonzero.**

*Model answer.* Write $H_s=s\hbar wk_x+\mathbf d\cdot\boldsymbol\sigma$, with $\mathbf d=(s\hbar vk_x,\hbar vk_y,\Delta)$ and $\lambda=|\mathbf d|$. The matrix-element identity of (a) turns the curvature into

$$\Omega_n=-2\,\mathrm{Im}\frac{\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle}{(\varepsilon_n-\varepsilon_m)^2}.$$

The tilt multiplies the identity matrix and has no interband element, so $\partial_aH$ may be replaced by $\partial_a\mathbf d\cdot\boldsymbol\sigma$. Adding the $m=n$ product, which is real, leaves the imaginary part unchanged and permits completeness. Since

$$(\partial_x\mathbf d\cdot\boldsymbol\sigma)(\partial_y\mathbf d\cdot\boldsymbol\sigma)=\partial_x\mathbf d\cdot\partial_y\mathbf d+i\boldsymbol\sigma\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)$$

and $\langle\boldsymbol\sigma\rangle_\pm=\pm\mathbf d/\lambda$, the imaginary part is $\pm s(\hbar v)^2\Delta/\lambda$. The denominator is $4\lambda^2$. Therefore

$$\Omega_\pm=\mp\frac{s(\hbar v)^2\Delta}{2\lambda^3},\qquad \lambda^2=(\hbar vk)^2+\Delta^2 .\tag{5}$$

Energy and curvature are even in $k_y$, so $\partial_y\Omega$ is odd and $D_y=0$. Between partner valleys $\Omega$ and $\partial_x$ both change sign, so the two valleys give equal $D_x$. Without tilt, $f_0$ is even in $k_x$ and $D_x$ vanishes too. The tilt leaves $\Omega$ unchanged but makes the occupied region lopsided.

## (e) Dipole at zero temperature

**Evaluate $D_x$ for every chemical potential $\mu$.**

*Model answer.* Measure energy in $\Delta$, wave vector as $\mathbf q=\hbar v\mathbf k/\Delta$, and $D_x$ in $\hbar v/\Delta$. In the upper band of valley $s=+1$, $\varepsilon=aq_x+\lambda$ with $\lambda=\sqrt{1+q^2}$. At zero temperature $\partial_xf_0=-\delta(\varepsilon-\mu)\partial_x\varepsilon$, so integration by parts gives the one-valley dipole

$$D_1=-\frac1{8\pi^2}\int d^2q\;\delta(aq_x+\lambda-\mu)\left(a+\frac{q_x}\lambda\right)\frac1{\lambda^3}.$$

The tilted Fermi line becomes a circle under a Lorentz boost. With $\gamma=(1-a^2)^{-1/2}$, set

$$\lambda'=\gamma(\lambda+aq_x),\qquad q_x'=\gamma(q_x+a\lambda),\qquad q_y'=q_y .$$

Then $\lambda'^2=1+q'^2$. Three facts are needed:

- The Jacobian is $\partial q_x'/\partial q_x=\gamma(1+aq_x/\lambda)=\lambda'/\lambda$, so $d^2q/\lambda=d^2q'/\lambda'$.
- $\delta(\lambda'/\gamma-\mu)=\gamma\,\delta(\lambda'-M)$, with $M=\gamma\mu$.
- $a+q_x/\lambda=q_x'/(\gamma\lambda)$, and the inverse boost is $\lambda=\gamma(\lambda'-aq_x')$.

The $\gamma$ from the delta function cancels the $1/\gamma$ from the velocity. In polar coordinates $d^2q'=\lambda'd\lambda'd\varphi$. With $P=\sqrt{M^2-1}$,

$$D_1=-\frac1{8\pi^2\gamma^3}\int_0^{2\pi}\frac{P\cos\varphi\,d\varphi}{(M-aP\cos\varphi)^3}.$$

For the angular integral, take $A>B\geq0$ and substitute $t=\tan(\varphi/2)$:

$$\int_0^{2\pi}\frac{d\varphi}{A-B\cos\varphi}=\int_{-\infty}^{\infty}\frac{2\,dt}{(A-B)+(A+B)t^2}=\frac{2\pi}{\sqrt{A^2-B^2}} .$$

Applying $-\partial_A$ gives $\int d\varphi\,(A-B\cos\varphi)^{-2}=2\pi A(A^2-B^2)^{-3/2}$. Applying $\partial_B$ and dividing by two gives

$$\int_0^{2\pi}\frac{\cos\varphi\,d\varphi}{(A-B\cos\varphi)^3}=\frac{3\pi AB}{(A^2-B^2)^{5/2}} .$$

Here $A=M$ and $B=aP$, and $A^2-B^2=M^2(1-a^2)+a^2=\mu^2+a^2$. Hence

$$D_1=-\frac{3a}{8\pi}\frac{MP^2}{\gamma^3(\mu^2+a^2)^{5/2}} .$$

Use $M/\gamma=\mu$ and $P^2/\gamma^2=\mu^2-(1-a^2)$, and double for two valleys.

For $\mu<0$ the Fermi line lies in the lower band. There $\varepsilon_-(\mathbf q)=-\varepsilon_+(-\mathbf q)$, so $\partial_x\varepsilon_-(\mathbf q)=(\partial_x\varepsilon_+)(-\mathbf q)$, while the curvature has the opposite sign. Thus $D_x(-\mu)=-D_x(\mu)$. Restoring units,

$$D_x=-\frac{3a}{4\pi}\,\hbar v\Delta\,\frac{\mu[\mu^2-(1-a^2)\Delta^2]}{(\mu^2+a^2\Delta^2)^{5/2}},\qquad |\mu|>\sqrt{1-a^2}\,\Delta .\tag{6}$$

For smaller $|\mu|$ there is no Fermi line and $D_x=0$. A direct integral of $\partial_x\Omega$ over the occupied pocket agreed with (6) in each of five tested cases.

For $a>1$ the Fermi lines are open and the pockets are unbounded in this continuum model. The dipole still converges, because the curvature falls as $k^{-3}$. Adding the Fermi-line integrals of both bands again gives the expression in (6), now for every $\mu$, since no energy gap remains. In a real crystal the lattice band structure closes the pockets and can change this value.

## (f) Limits, extremum and temperature

**Discuss (6) near the band edge and at large $\mu$, locate its extremum, and extend it to finite temperature.**

*Model answer.* Take $\mu>0$ in reduced units. At the edge $\mu_0=\sqrt{1-a^2}$ the denominator is one, and $\mu^2-\mu_0^2\simeq2\mu_0(\mu-\mu_0)$. So

$$D_x\simeq-\frac{3a}{2\pi}(1-a^2)(\mu-\mu_0),\qquad
D_x\to-\frac{3a}{4\pi\mu^2}\quad(\mu\gg1).$$

The dipole starts linearly because the pocket area grows in proportion to $\mu-\mu_0$, while $\partial_x\Omega$ is nonzero at the tilted band's minimum, $q_x=-a/\sqrt{1-a^2}$. It falls at large $\mu$ because the Fermi line moves away from the region of strong curvature.

For the extremum, put $x=\mu^2$ and $c=1-a^2$. The derivative of $\mu(\mu^2-c)(\mu^2+a^2)^{-5/2}$ vanishes when

$$(3x-c)(x+a^2)-5x(x-c)=0 .$$

Collecting powers gives $2x^2-(4-a^2)x+a^2(1-a^2)=0$. At $x=c$ the left side equals $-2c<0$, so only the larger root lies above the edge:

$$\left(\frac\mu\Delta\right)^2=\frac{4-a^2+\sqrt{16-16a^2+9a^4}}4 .\tag{7}$$

As $a\to0$ this tends to $\mu=\sqrt2\,\Delta$. To first order in tilt, $D_x\simeq-(3a/4\pi)(\mu^2-1)/\mu^4$, whose extreme value is $-3a/(16\pi)$.

At temperature $T$ the Fermi function is an average of steps,

$$f_0(\varepsilon)=\int d\eta\,W(\eta-\mu)\,\theta(\eta-\varepsilon),\qquad W(x)=\frac1{4k_BT\cosh^2(x/2k_BT)} .$$

As $D_x$ is linear in $f_0$,

$$D_x(\mu,T)=\int d\eta\,W(\eta-\mu)\,D_x(\eta,0).\tag{8}$$

Where $D_x$ is smooth over the thermal width, expansion about $\mu$ gives the leading correction $(\pi^2/6)(k_BT)^2\,\partial_\mu^2D_x$. Sums over numerically computed eigenvectors, with both bands and valleys, agreed with (8) within $2.2\times10^{-9}\,\hbar v/\Delta$.

## (g) Numbers

**Take the round model parameters $v=5\times10^5$ m/s, $a=0.3$, $\Delta=50$ meV and $\tau=0.20$ ps. The field has amplitude $10^3$ V/m along $x$ and frequency $0.10$ THz, and $T=50$ K. Find the dipole and the Hall sheet currents near the extremum, and judge the approximations.**

*Model answer.* The length unit is $\hbar v/\Delta=6.58$ nm and the band edge is $47.7$ meV. At $\mu=70$ meV, $\mu/\Delta=1.4$, and (6) gives

$$D_x=-\frac{0.9}{4\pi}\,(6.58\ \text{nm})\,\frac{1.4\,(1.96-0.91)}{(1.96+0.09)^{5/2}}=-0.115\ \text{nm}.$$

Selected values are:

| $\mu$ (meV) | $D_x$, 0 K (nm) | $D_x$, 50 K (nm) |
|---:|---:|---:|
| 45 | 0 | −0.019 |
| 50 | −0.034 | −0.041 |
| 60 | −0.104 | −0.090 |
| 70 | −0.115 | −0.109 |
| 100 | −0.0861 | −0.0864 |
| 200 | −0.0274 | −0.0275 |

Equation (7) puts the zero-temperature extremum at $69.5$ meV. The linear-in-tilt formula gives $-0.118$ nm there, about 2% larger in magnitude than the full $-0.115$ nm.

The thermal width is $k_BT=4.3$ meV. Thermal averaging produces a dipole at $45$ meV, below the edge, and lowers its magnitude at the extremum by about 5%. At $200$ meV it raises the magnitude slightly. There $|D_x|$ varies nearly as $\mu^{-2}$, so its second derivative is positive and the leading correction has that sign.

For the current, keep $\mu=69.5$ meV at $50$ K, where $D_x=-0.109$ nm. The prefactor is $e^3\tau/(2\hbar^2)=0.0370$ A/V², and $\omega\tau=0.126$. Since $\epsilon_{yx}=-1$ and $D_x<0$, the rectified current points along $+y$:

$$j_y^0=\frac{(0.0370\ \text{A/V}^2)(10^3\ \text{V/m})^2(1.09\times10^{-10}\ \text{m})}{1+(0.126)^2}=4.0\ \mu\text{A/m}.$$

The second-harmonic amplitude has $\sqrt{1+\omega^2\tau^2}$ in the denominator and is also $4.0\ \mu$A/m to this accuracy. Its phase is $-\arctan(\omega\tau)=-7.2^\circ$. The rectified current along $y$ through a line $10\ \mu$m long, drawn along $x$, is about $40$ pA.

The field shifts the distribution by $eF\tau/\hbar=3.0\times10^{-4}$ nm$^{-1}$. This is $0.002$ of $\Delta/(\hbar v)$, the scale of the curvature, and $0.023$ of $k_BT/(\hbar v)$, the thermal scale of the Fermi line. Both ratios are small, which supports stopping at second order. The photon energy, $0.41$ meV, is far below the direct gap $2\Delta=100$ meV.

The lifetime condition is less comfortable. The broadening $\hbar/\tau=3.3$ meV is about 15% of the $22$ meV between the band edge and the chemical potential. Quasiparticles are tolerably defined at the extremum, but not close to the edge, where the semiclassical result should not be trusted.

Time integration of the unexpanded Boltzmann equation for the conduction band of both valleys, under an elliptically polarized field, at $\mu=1.5\Delta$ and $k_BT=0.15\Delta$, reproduced both currents in (4) to about one part in $10^6$. That checks the expansion within the relaxation-time model, not the model of scattering. Skew scattering and side jump are not included, so $4.0\ \mu$A/m is the Berry-dipole part and not a prediction of the whole measured signal. The remaining values are in the numerical output.

## Computed results

```
cone velocity v = 5.0e+05 m/s, tilt a = 0.3
half gap Delta = 50.0 meV
length hbar v/Delta = 6.5821 nm
band edge sqrt(1-a^2) Delta = 47.697 meV
temperature = 50 K, kT = 4.309 meV
mu (meV)   D_x at 0 K (nm)   D_x at 50 K (nm)
   -70        0.11517        0.10924
    30        0.00000       -0.00077
    45        0.00000       -0.01915
    48       -0.00510       -0.03137
    50       -0.03420       -0.04135
    55       -0.08073       -0.06828
    60       -0.10354       -0.09033
    70       -0.11517       -0.10924
    80       -0.10886       -0.10704
   100       -0.08611       -0.08637
   150       -0.04593       -0.04618
   200       -0.02740       -0.02751
extremum of D_x at 0 K: mu/Delta = 1.39062
extremum of D_x at 0 K: mu = 69.531 meV
D_x there, 0 K = -0.11519 nm
D_x there, 50 K = -0.10896 nm
D_x there, linear-in-tilt formula, 0 K = -0.11771 nm
relaxation time = 0.20 ps, hbar/tau = 3.291 meV
field amplitude along x = 1000 V/m
frequency = 0.10 THz, omega tau = 0.12566
photon energy = 0.4136 meV
e^3 tau/(2 hbar^2) = 3.69810e-02 A/V^2
rectified Hall sheet current j_y(0), 50 K = 3.9670 uA/m
second-harmonic |j_y(2w)|, 50 K = 3.9982 uA/m
phase of j_y(2w) = -7.162 degrees
Fermi-sea shift e E tau/hbar = 3.039e-04 1/nm
shift times hbar v/Delta = 2.000e-03
shift times hbar v/kT = 2.321e-02
test: evolved/predicted anomalous velocity = 1.00019
test: largest dipole error, eigenvector sum = 2.2e-09 hbar v/Delta
test: relative error, rectified current = 1.1e-06
test: relative error, 2w current = 1.3e-06
```
